# Curl of current-induced forces and energy gain on closed ionic paths, part 1

(Sections cited here and not found follow in the second part.)

## First half: the force at clamped ions and its curl

### A number to explain

Two ionic coordinates of a model junction are carried round a circle of radius 0.10 Å. The junction carries a current at a bias of 0.20 V, and the angular frequency $\Omega$ of the motion satisfies $\hbar\Omega=20$ meV. Counterclockwise, the electrons do $+8.29$ meV of work on the ions in each cycle. Clockwise, on the same circle at the same speed, they do $-10.84$ meV. With the bias removed the counterclockwise work is $-0.99$ meV.

Friction alone would give a loss in both directions, and a force derived from a potential energy would give zero on any closed path. The sign change with the sense of rotation calls for a force field with curl. The mean loss of the two directions, $(10.84-8.29)/2=1.27$ meV, looks like friction. The curl is derived first, at clamped ions; the finite speed follows in the second half.

### One level: current without curl

Let the device, the region whose electrons feel the ions, have a Hamiltonian $H(X_1,X_2)$, a matrix in a basis of sites. Electrons do not interact, and the ions are classical. Reservoirs $\alpha=L,R$ have levels $q$ of energy $\epsilon_q$, coupled to the device by columns $v_{\alpha q}$ that do not depend on $X$. For an electron that starts in level $k$ of reservoir $\alpha$, with energy $E$, the device amplitudes $\psi$ and reservoir amplitudes $c_{\beta q}$ obey

$$i\hbar\dot\psi=H\psi+\sum_{\beta q}v_{\beta q}c_{\beta q},\qquad i\hbar\dot c_{\beta q}=\epsilon_qc_{\beta q}+v_{\beta q}^\dagger\psi .$$

The second equation integrates to the freely evolving initial amplitude plus

$$-\frac{i}{\hbar}\int^t dt'\,e^{-i\epsilon_q(t-t')/\hbar}\,v_{\beta q}^\dagger\psi(t').$$

Define $\Gamma_\beta=2\pi\sum_qv_{\beta q}v_{\beta q}^\dagger\delta(E-\epsilon_q)$ and take it independent of energy, the wide-band assumption. Then

$$\sum_qv_{\beta q}v_{\beta q}^\dagger e^{-i\epsilon_q\tau/\hbar}=\frac{\Gamma_\beta}{2\pi}\int d\epsilon\,e^{-i\epsilon\tau/\hbar}=\hbar\Gamma_\beta\,\delta(\tau).$$

The time integral ends at $\tau=0$ and picks up half of the delta function. The reservoirs therefore add $-i\Gamma/2$ to $H$, with $\Gamma=\Gamma_L+\Gamma_R$. Writing $\psi=e^{-iEt/\hbar}\varphi$ removes the oscillation of the source:

$$i\hbar\dot\varphi=\left(H-\tfrac{i}{2}\Gamma-E\right)\varphi+w_\alpha,\qquad w_\alpha w_\alpha^\dagger=\Gamma_\alpha. \tag{1}$$

Here $w_\alpha$ is $v_{\alpha k}$ rescaled so that the sum over initial levels becomes $\int dE/2\pi$; if $\Gamma_\alpha$ has several channels, a sum over them is understood. All device states are assumed to decay into the reservoirs, so the initial filling of the device is forgotten. At clamped $X$ the steady solution has $\dot\varphi=0$:

$$\varphi=Gw_\alpha,\qquad G=\left(E-H+\tfrac{i}{2}\Gamma\right)^{-1}.$$

With occupations $f_\alpha(E)$, the density matrix per spin is

$$\rho=\sum_\alpha\int\frac{dE}{2\pi}\,f_\alpha A_\alpha,\qquad A_\alpha=G\Gamma_\alpha G^\dagger. \tag{2}$$

The mean force on coordinate $i$ is minus the expectation value of $\partial_iH$, with a factor 2 for spin:

$$F_i=-2\,\mathrm{Tr}[\rho M_i],\qquad M_i=\partial_iH. \tag{3}$$

For a single level $H=\varepsilon(X_1,X_2)$ all matrices are numbers. At zero electronic temperature the occupation per spin is

$$n(\varepsilon)=\sum_\alpha\int_{-\infty}^{\mu_\alpha}\frac{dE}{2\pi}\frac{\Gamma_\alpha}{(E-\varepsilon)^2+\Gamma^2/4}
=\sum_\alpha\frac{\Gamma_\alpha}{\Gamma}\left[\frac12+\frac1\pi\arctan\frac{2(\mu_\alpha-\varepsilon)}{\Gamma}\right].$$

It depends on the coordinates through $\varepsilon$ alone, because the widths are fixed. Therefore

$$F_i=-2n(\varepsilon)\,\partial_i\varepsilon=-\partial_i\Phi,\qquad \Phi=2\int^{\varepsilon}n(\varepsilon')\,d\varepsilon' .$$

The force has a potential although a current flows. Bias is not sufficient for a curl; within this model, at least two sites are needed.

### Several sites: differentiating the force

For matrices, the change of $F_2$ with $X_1$ must be compared with the change of $F_1$ with $X_2$. The counterclockwise curl is

$$C=\partial_1F_2-\partial_2F_1 .$$

Since $G^{-1}$ changes by $-M_j$ per unit $X_j$, differentiating $GG^{-1}=1$ gives $\partial_jG=GM_jG$, and the adjoint gives $\partial_jG^\dagger=G^\dagger M_jG^\dagger$. The widths are fixed, so

$$\partial_jA_\alpha=GM_jG\Gamma_\alpha G^\dagger+G\Gamma_\alpha G^\dagger M_jG^\dagger=GM_jA_\alpha+A_\alpha M_jG^\dagger .$$

Differentiating (3) also produces $-2\,\mathrm{Tr}[\rho\,\partial_j\partial_iH]$. This is symmetric in $i,j$ and drops out of $C$. What remains is

$$C=-\frac1\pi\sum_\alpha\int dE\,f_\alpha R_\alpha,$$

$$R_\alpha=\mathrm{Tr}[M_2GM_1A_\alpha]+\mathrm{Tr}[M_2A_\alpha M_1G^\dagger]-\mathrm{Tr}[M_1GM_2A_\alpha]-\mathrm{Tr}[M_1A_\alpha M_2G^\dagger].$$

The prefactor is the spin factor 2 divided by $2\pi$. Cyclic permutation brings the last two traces to the form of the first two:

$$\mathrm{Tr}[M_1GM_2A_\alpha]=\mathrm{Tr}[M_2A_\alpha M_1G],\qquad
\mathrm{Tr}[M_1A_\alpha M_2G^\dagger]=\mathrm{Tr}[M_2G^\dagger M_1A_\alpha].$$

Hence

$$R_\alpha=\mathrm{Tr}[M_2(G-G^\dagger)M_1A_\alpha]-\mathrm{Tr}[M_2A_\alpha M_1(G-G^\dagger)].$$

The difference of the two Green functions follows from their inverses:

$$G-G^\dagger=G\left[(G^\dagger)^{-1}-G^{-1}\right]G^\dagger=-iG\Gamma G^\dagger=-i(A_L+A_R). \tag{4}$$

Insert this into $R_L$. The two terms containing $A_L$ twice cancel, and

$$R_L=i\left(\mathrm{Tr}[M_2A_LM_1A_R]-\mathrm{Tr}[M_2A_RM_1A_L]\right).$$

Call the first trace $\tau$. All four factors are Hermitian, so its complex conjugate is the trace of the reversed product, $\tau^*=\mathrm{Tr}[A_RM_1A_LM_2]=\mathrm{Tr}[M_2A_RM_1A_L]$, which is the second trace. Thus $R_L=i(\tau-\tau^*)=-2\,\mathrm{Im}\,\tau$. Exchanging $L$ and $R$ gives $R_R=+2\,\mathrm{Im}\,\tau$. The result is

$$\boxed{C=\frac2\pi\int dE\,(f_L-f_R)\,\mathrm{Im}\,\mathrm{Tr}[M_2A_LM_1A_R]} \tag{5}$$

At zero temperature the integral runs over the bias window between the two chemical potentials. States that are filled from both sides shape the force, but not its curl.

### Limits of the general formula

With $f_L=f_R$ the curl vanishes, as it must for a force obtained from an equilibrium free energy. For one site all factors are real numbers and $C=0$, in agreement with the potential $\Phi$. For proportional couplings, $M_2=\lambda M_1$ with real $\lambda$, the trace is $\lambda\,\mathrm{Tr}[M_1A_LM_1A_R]$; its conjugate is the same trace by cyclic permutation, so it is real and $C=0$. Two coordinates that act on the electrons in the same way amount to one coordinate.

The zeros for equal occupations and for proportional couplings, and the general formula, were tested by differentiating the force numerically. For a random three-site complex Hamiltonian, with a term in $X_1X_2$ included, both routes give $C=-0.018972$ eV/Å². The term in $X_1X_2$ leaves no trace in the curl at the origin, as the symmetry argument requires.

### Two sites: current times density of states

The smallest case with a curl has two sites with energies $\varepsilon_1,\varepsilon_2$ and real hopping $t$. Site 1 couples to the left reservoir with width $\Gamma_L$, and site 2 to the right one with width $\Gamma_R$; these symbols are now numbers. Let $X_1$ change the hopping and $X_2$ the level difference:

$$M_1=g_1\begin{pmatrix}0&1\\1&0\end{pmatrix},\qquad M_2=g_2\begin{pmatrix}1&0\\0&-1\end{pmatrix}.$$

With $a_1=E-\varepsilon_1+i\Gamma_L/2$, $a_2=E-\varepsilon_2+i\Gamma_R/2$ and $D=a_1a_2-t^2$, inversion of a two-by-two matrix gives

$$G=\frac1D\begin{pmatrix}a_2&t\\t&a_1\end{pmatrix}.$$

Here $H$ is real and symmetric, so $G$ is symmetric and $G^\dagger=G^*$. By (4), $A=A_L+A_R=i(G-G^*)=-2\,\mathrm{Im}\,G$ is real. Replace $A_R$ by $A-A_L$ in (5). The part with $A_L$ twice is real, by the argument used for proportional couplings. Since $M_1,M_2$ and $A$ are real,

$$\mathrm{Im}\,\mathrm{Tr}[M_2A_LM_1A_R]=\mathrm{Tr}[M_2(\mathrm{Im}A_L)M_1A]. \tag{6}$$

The same steps hold for any number of sites if $H$ and the width matrices are real.

The imaginary part of $A_L$ is what carries current. From the hopping term, $i\hbar\dot\psi_2=t\psi_1+\dots$, the density on site 2 rises at the rate $(2t/\hbar)\,\mathrm{Im}(\psi_1\psi_2^*)$, which vanishes for real amplitudes. In the present case $A_L=\Gamma_Luu^\dagger$, where $u=(a_2,t)^T/D$ is the first column of $G$. The diagonal is real, and

$$\mathrm{Im}(A_L)_{12}=\frac{\Gamma_L\,t\,\mathrm{Im}\,a_2}{|D|^2}=\frac{\Gamma_L\Gamma_R\,t}{2|D|^2}=\frac{T(E)}{2t},\qquad T(E)=\frac{\Gamma_L\Gamma_Rt^2}{|D|^2},$$

with $T$ the transmission probability. Therefore

$$\mathrm{Im}A_L=\frac{T}{2t}\begin{pmatrix}0&1\\-1&0\end{pmatrix}.$$

Multiplying this antisymmetric matrix by $M_1$ on the right gives $g_1$ times $\mathrm{diag}(1,-1)$; multiplying by $M_2$ on the left then gives $g_1g_2$ times the unit matrix. The trace in (6) is $g_1g_2T\,\mathrm{Tr}A/(2t)$. With the density of states per spin $n(E)=\mathrm{Tr}A/2\pi$,

$$C=\frac{2g_1g_2}{t}\int dE\,(f_L-f_R)\,T(E)\,n(E). \tag{7}$$

The curl measures how much current passes, weighted by how many states respond. Its sign follows the current direction and the signs of $g_1$, $g_2$ and $t$. When $t\to0$, $T$ falls as $t^2$ and the curl vanishes linearly. Equation (7) was also tested against force differences for detuned levels and unequal widths.

### Numbers for the junction

The round model parameters are $t=0.30$ eV, $\Gamma_L=\Gamma_R=w=0.40$ eV, $g_1=g_2=0.50$ eV/Å and $\varepsilon_1=\varepsilon_2=0$. The chemical potentials are $\pm0.10$ eV. The bias is assumed not to shift the levels.

Let $s=t^2+w^2/4=0.13$ eV². At $E=0$, $|D|^2=s^2$ and

$$T(0)=\frac{w^2t^2}{s^2}=\frac{0.0144}{0.0169}=0.852,\qquad n(0)=\frac{w}{\pi s}=0.979\ \mathrm{eV}^{-1}.$$

If $Tn$ is taken as constant over the bias window of width $eV=0.20$ eV,

$$C\approx\frac{2(0.50)^2}{0.30}(0.20)(0.852)(0.979)=0.278\ \mathrm{eV/Å^2}.$$

The full integral gives 0.297 eV/Å², and reversing the bias gives $-0.297$ eV/Å². The excess over the estimate comes from the energy dependence. For these aligned levels,

$$Tn\propto\frac{E^2+s}{|D|^4},\qquad |D|^2=(E^2+s)^2-4t^2E^2=s^2-0.10\,E^2+E^4,$$

with energies in eV. To second order in $E$, the relative growth of $Tn$ is $E^2/s+0.20E^2/s^2=19.5E^2$. The average of $E^2$ over the window is $(0.10)^2/3$, so the estimate rises by 6.5 percent to 0.296. The levels of the coupled pair lie near $\pm t$, outside the window, and its edges approach them.

A further test avoids Green functions. Each reservoir was represented by 400 discrete levels, initially decoupled from an empty device, and the closed system was evolved in time until the force had settled. Its differences give $C=0.295$ eV/Å², 0.5 percent below the wide-band value. A finite band and a finite level spacing limit this comparison.

## Second half: work, friction and free vibrations

### What is carried over

The coordinates are $X_1,X_2$, and $M_i=\partial_iH$. The Green function is $G=(E-H+i\Gamma/2)^{-1}$ and $A_\alpha=G\Gamma_\alpha G^\dagger$, with fixed widths. A driven electron from reservoir $\alpha$ obeys

$$i\hbar\dot\varphi=\left(H-\tfrac i2\Gamma-E\right)\varphi+w_\alpha,\qquad w_\alpha w_\alpha^\dagger=\Gamma_\alpha,$$

and at clamped ions $\varphi=Gw_\alpha$. The resulting force has the curl $C=\partial_1F_2-\partial_2F_1$ given by (5). In the two-site junction, with hopping 0.30 eV, widths 0.40 eV, couplings 0.50 eV/Å and a bias of 0.20 V, $C=0.297$ eV/Å² at $X_1=X_2=0$.

### The slow loop

If the ions move so slowly that the electrons remain in the steady state belonging to each position, the work on the ions along a simple closed path, traversed counterclockwise, is

$$W_0=\oint(F_1\,dX_1+F_2\,dX_2)=\iint C\,dX_1dX_2, \tag{8}$$

by Stokes' theorem. Clockwise motion changes the sign. A path that retraces itself encloses no area and gains nothing. A figure of eight can also give zero, because its lobes are traversed in opposite senses.

For a small circle of radius $r$ the integral is $\pi r^2C$. With $r=0.10$ Å,

$$\pi(0.10)^2(0.2967)=0.00932\ \mathrm{eV}=9.32\ \mathrm{meV}.$$

The line integral of the force and the area integral of the curl, computed separately, both give 9.51 meV. The 2 percent difference from 9.32 meV arises because $C$ is not constant over the disk.

This establishes the energy gain for electrons that are steady at each ionic position. A moving ion disturbs that steady state, and the gain survives only if the disturbance costs less than $W_0$.

### First order in the velocity

Rewrite the equation of motion as $G^{-1}\varphi=w_\alpha-i\hbar\dot\varphi$ and multiply by $G$. In the small term, $\dot\varphi$ may be taken from the clamped solution, whose rate of change is $\sum_j\dot X_jGM_jGw_\alpha$:

$$\varphi\approx Gw_\alpha-i\hbar\sum_j\dot X_j\,G\,GM_jG\,w_\alpha. \tag{9}$$

The change of $\varphi^\dagger M_i\varphi$ is twice the real part of the cross term. Using $w_\alpha w_\alpha^\dagger=\Gamma_\alpha$ and cyclicity,

$$2\,\mathrm{Re}\left(-i\hbar\,\mathrm{Tr}[M_iG^2M_jA_\alpha]\right)=2\hbar\,\mathrm{Im}\,\mathrm{Tr}[M_iG^2M_jA_\alpha].$$

Multiply by $-2$ for the force and spin, and integrate with $f_\alpha\,dE/2\pi$:

$$F_i^{(1)}=-\sum_j\gamma_{ij}\dot X_j,\qquad
\gamma_{ij}=\frac{2\hbar}{\pi}\sum_\alpha\int dE\,f_\alpha\,\mathrm{Im}\,\mathrm{Tr}[M_iG^2M_jA_\alpha]. \tag{10}$$

The expansion requires the ions to move little during the time an electron spends in the device. For a circular motion this asks that $\hbar\Omega$ be small compared with the energies over which $G$ varies.

The bias-driven curl of the clamped-ion force has been derived and gives the ions energy on a slow counterclockwise circle; the first-order correction to the force for moving ions has also been found. It remains to weigh that correction against the curl, treat the driven circle at finite speed, trace the energy supply, and determine when free vibrations grow.
